# Buckling length of a released, doubly clamped oxide beam

## Question

A strip of thermally grown silicon dioxide is released from its silicon substrate by etching away the silicon beneath it. It remains attached at its two ends. The strip has thickness $t=1\ \mu\mathrm{m}$, width $b=4\ \mu\mathrm{m}$, Young's modulus $E=72$ GPa and Poisson ratio $\nu=0.17$. After release, and while still flat, it carries a uniform axial compression $\sigma_0=0.30$ GPa.

Treat the strip as a straight, slender, linearly elastic beam of length $L$. Its ends are rigid clamps that permit neither displacement nor rotation. Count compressive stress and compressive strain as positive.

**(a)** What equal-biaxial stress did the film carry before release?

**(b)** Find the elastic energy of a small deflection $w(x)$, measured from the flat state.

**(c)** Find the smallest axial force at which the flat state ceases to be stable, and the shape in which it gives way.

**(d)** At what length does this beam buckle, and in which direction?

**(e)** Find the midpoint rise of a longer beam. For $L=40\ \mu\mathrm{m}$, evaluate the rise, the remaining compression and the largest surface tension.

**(f)** Which idealization matters most for the length found in (d)?

## Model answers

### (a) Stress before release

In a thin film the stress normal to the surface vanishes, so Hooke's law for the axial strain is

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E}.$$

Before release $\sigma_x=\sigma_y=\sigma_b$, which gives $\varepsilon_x=(1-\nu)\sigma_b/E$. Release frees the long edges, so $\sigma_y$ falls to zero. The clamps keep the length, and hence $\varepsilon_x$, unchanged. Therefore

$$\sigma_0=E\varepsilon_x=(1-\nu)\sigma_b,\qquad \sigma_b=\frac{0.30}{0.83}=0.361\ \text{GPa}.$$

It is $\sigma_0$, not $\sigma_b$, that drives the buckling of a narrow beam. The relation assumes $b\ll L$. Near the clamps the strip cannot expand sideways, which raises the axial stress by a little under 1% for $b=4\ \mu\mathrm{m}$ and $L\approx28\ \mu\mathrm{m}$, so the third digit of $\sigma_b$ is not fixed by this argument.

### (b) Energy of a deflection

Let $S=bt$ be the cross-section, $P=\sigma_0S$ the axial force in the flat state and $\varepsilon_0=\sigma_0/E$ its strain. If points of the centre line move by $u(x)$ along the beam and $w(x)$ across it, the centre line lengthens per unit length by $u'+\tfrac12w'^2$, to leading order in the slope. The compressive strain left is

$$\varepsilon=\varepsilon_0-u'-\tfrac12w'^2 .$$

The ends are fixed, so $\int_0^L u'\,dx=0$, and the mean of $\varepsilon$ is

$$\bar\varepsilon=\varepsilon_0-\frac{J}{2L},\qquad J=\int_0^L w'^2dx .$$

For a given mean, $\int\varepsilon^2dx$ is smallest when $\varepsilon$ is uniform, and $u$ can adjust to make it so. The axial energy is then $\tfrac12ESL\bar\varepsilon^2$. Subtracting its flat value gives

$$\tfrac12ESL\left[\left(\varepsilon_0-\frac{J}{2L}\right)^2-\varepsilon_0^2\right]=-\tfrac12PJ+\frac{ES}{8L}J^2,$$

where $ES\varepsilon_0=P$.

Bending adds a strain proportional to the height $z$ above the centre line, of magnitude $zw''$. Its cross term with the uniform strain vanishes because $z$ averages to zero over the section. Its square gives $\tfrac12EI\int w''^2dx$, with

$$I=b\int_{-t/2}^{t/2}z^2dz=\frac{bt^3}{12}.$$

The total is

$$U=\tfrac12EI\int_0^Lw''^2dx-\tfrac12PJ+\frac{ES}{8L}J^2 .$$

Bending costs energy, while the lengthening that accompanies a deflection releases compression. The last term records that this release weakens as the compression is used up.

### (c) Loss of stability

The last term of $U$ is positive for any nonzero deflection. If the two quadratic terms together are never negative, the flat state is the unique energy minimum. If they are negative for some shape $w$, a small multiple of that shape lowers the energy, since the quartic term is then negligible. The critical force is therefore the minimum of $EI\int w''^2dx/\int w'^2dx$ over clamped shapes.

At the minimum, $\int(EIw''\delta w''-Pw'\delta w')dx=0$ for every allowed variation. Integrating by parts, with $\delta w=\delta w'=0$ at the ends, gives

$$EIw''''+Pw''=0 .$$

With $\xi=x/L$ and $q=L\sqrt{P/EI}$, the general solution is

$$w=a+\beta\xi+c\cos q\xi+d\sin q\xi .$$

At $\xi=0$, zero deflection and zero slope give $a=-c$ and $\beta=-qd$. The same conditions at $\xi=1$ become

$$c(\cos q-1)+d(\sin q-q)=0,$$
$$-c\sin q+d(\cos q-1)=0,$$

where the second has been divided by $q$. A nonzero solution requires a vanishing determinant:

$$(\cos q-1)^2+\sin q(\sin q-q)=2(1-\cos q)-q\sin q=0 .$$

Writing $y=q/2$ and using half-angle formulas turns this into

$$4\sin y\,(\sin y-y\cos y)=0 .$$

The bracket vanishes at $y=0$ and has derivative $y\sin y$, so it is positive for $0<y\le\pi$. The first nonzero root is therefore $y=\pi$, or $q=2\pi$. The first end condition then gives $d=0$, and

$$P_{cr}=\frac{4\pi^2EI}{L^2},\qquad w=\frac A2\left(1-\cos\frac{2\pi x}{L}\right),$$

where $A$ is the midpoint rise.

A Fourier argument confirms that this is the minimum. The slope $w'$ vanishes at both ends and has zero mean, because $w(0)=w(L)$. It can therefore be expanded in sines and cosines of $2\pi nx/L$ with $n\ge1$. Differentiation multiplies each squared amplitude by at least $(2\pi/L)^2$, so

$$\int_0^Lw''^2dx\ge\frac{4\pi^2}{L^2}\int_0^Lw'^2dx .$$

### (d) Critical length

Dividing the critical force by the area gives the critical stress:

$$\sigma_{cr}(L)=\frac{4\pi^2E}{L^2}\,\frac{bt^3/12}{bt}=\frac{\pi^2Et^2}{3L^2}.$$

The width cancels because it enters the stiffness and the force alike. Setting $\sigma_{cr}=\sigma_0$ gives

$$L_c=\pi t\sqrt{\frac{E}{3\sigma_0}}=\pi(1\ \mu\mathrm{m})\sqrt{80.0}=28.1\ \mu\mathrm{m}.$$

A longer beam has a lower critical stress, so it buckles when $L>L_c$. At 27 µm the critical stress is 0.325 GPa, above the 0.30 GPa present. At 29 µm it is 0.282 GPa, below it.

For sideways bending, $b$ replaces $t$ in the formula and the critical length is 112.4 µm. This beam therefore buckles out of the film plane. A beam narrower than its thickness would go sideways first.

As $\sigma_0\to0$ the critical length grows without limit. Under axial tension $P$ is negative, both quadratic terms of $U$ are non-negative, and this mechanism is absent.

### (e) The buckled beam

The inequality from (c) gives, for every clamped shape,

$$U\ge-\tfrac12(P-P_{cr})J+\frac{ES}{8L}J^2,$$

with equality for the cosine shape. Minimizing the right-hand side over $J$ therefore gives the lowest energy in this small-slope model. For $P>P_{cr}$,

$$J=\frac{2L(P-P_{cr})}{ES}=\frac{2L(\sigma_0-\sigma_{cr})}{E}.$$

The cosine shape has $w'=(\pi A/L)\sin(2\pi x/L)$, and hence $J=\pi^2A^2/(2L)$. Equating the two expressions,

$$A^2=\frac{4L^2}{\pi^2E}(\sigma_0-\sigma_{cr}).$$

Now insert $\sigma_0=\pi^2Et^2/(3L_c^2)$ and $\sigma_{cr}=\pi^2Et^2/(3L^2)$:

$$A=\frac{2t}{\sqrt3}\sqrt{\frac{L^2}{L_c^2}-1}.$$

The rise starts continuously from zero at $L_c$. The remaining compression is $E\bar\varepsilon=\sigma_0-EJ/(2L)=\sigma_{cr}(L)$, so buckling relieves just the excess over the critical stress.

For $L=40\ \mu\mathrm{m}$ the rise is 1.17 µm and the remaining compression is 0.148 GPa. The curvature is greatest at the clamps and at midspan, where $|w''|=2\pi^2A/L^2$. The bending stress at the surface is there

$$\frac{Et}{2}\,\frac{2\pi^2A}{L^2}=0.520\ \text{GPa}.$$

On the stretched face the compression is subtracted, leaving a tension of $0.520-0.148=0.372$ GPa. A film that was wholly compressed now has surfaces in tension, where a flaw could open.

A numerical solution for an extensible rod, without the small-slope approximation, gives a rise of 1.177 µm and a surface tension of 0.373 GPa at the same length. Its squared rises at 32 and 36 µm, extrapolated linearly in $L^2$ to zero, put the threshold at 28.03 µm.

### (f) How far the idealizations can be trusted

**Anchors.** To free a strip 4 µm wide, an etch advancing equally from both sides must travel 2 µm. It then also undercuts each anchor by about that much. If the freed ledges are counted crudely as extra beam, the length drawn on the mask at which buckling starts drops to $28.1-2(2)=24.1\ \mu\mathrm{m}$, about 14% below the ideal value. This is an estimate, not a bound. A ledge is wider than the beam and so bends less easily than the extra length assumed, but the freed ledge also expands towards the beam and adds to its compression. The two errors act in opposite directions.

A second limit shows the role of end rotation. Suppose the ends stay fixed in position but turn freely. The bending moment, and so $w''$, then vanishes there. In the general solution this requires $c=0$ and $\sin q=0$, so the first root is $q=\pi$ instead of $2\pi$. At the same stress, the critical length is halved to about 14 µm. Anchors that resist rotation elastically, without displacement, lie between the two limits: their spring energy can only raise the free-rotation threshold, while clamped shapes remain available to them.

**Temperature.** Take rough expansion coefficients of 2.6 ppm/K for silicon and 0.5 ppm/K for the oxide. Warming by 100 K lets the silicon frame stretch the beam and lowers its compression by $72\ \text{GPa}\times2.1\times10^{-6}\times100=0.015$ GPa. The critical length rises to 28.8 µm.

**Beam theory.** Three corrections are smaller still, each taken alone at the same $\sigma_0$:

- In a strip so wide that transverse strain is suppressed during bending, $E$ is replaced by $E/(1-\nu^2)$ in the bending stiffness. This gives 28.5 µm at the same $\sigma_0$. It does not mean that a wider strip of the same film is safer. When the width exceeds the length, the clamps also prevent sideways expansion, and the driving stress rises towards $\sigma_b$. The critical length then falls towards $\pi t\sqrt{E/[3(1-\nu^2)\sigma_b]}=26.0\ \mu\mathrm{m}$, which is no longer a small correction.
- Let the section rotate by $\phi$, with shear strain $w'-\phi$ and effective shear modulus $G_s=\tfrac56E/[2(1+\nu)]$. The symmetric mode has no transverse reaction, so $G_sS(w'-\phi)=Pw'$ and $EI\phi''+Pw'=0$. Eliminating $w'$ replaces $P$ by $P/(1-\sigma_0/G_s)$, and $L_c$ is multiplied by $\sqrt{1-\sigma_0/G_s}$, giving 27.9 µm.
- The flat beam is already shortened by $\varepsilon_0=0.417\%$ from its natural length $L/(1-\varepsilon_0)$. Per unit natural length, the lever arm of $P$ is multiplied by $1-\varepsilon_0$. The condition becomes $PL^2/(1-\varepsilon_0)=4\pi^2EI$, which gives 28.04 µm as the threshold of the extensible rod; the further 0.01 µm in the figure quoted in (e) comes from extrapolating from lengths well above the threshold.

**Weight.** With no axial load, $EIw''''=\rho gbt$ gives $w=\rho gbt\,x^2(L-x)^2/(24EI)$ and a midpoint sag of $\rho gL^4/(32Et^2)$. For $\rho=2200$ kg/m³ and $L=L_c$ this is about $6\times10^{-6}$ nm. Compression magnifies the sag, and at $L_c$ itself the two quadratic terms of $U$ cancel for the cosine shape, so only the quartic term resists the weight. Minimizing $\frac{ES}{8L}J^2-\rho gS\int_0^Lw\,dx$ for that shape, with $J=\pi^2A^2/(2L)$ and $\int_0^Lw\,dx=AL/2$, gives $A^3=4\rho gL^4/(\pi^4E)$, or $A\approx2$ nm. This is still negligible beside the thickness.

**Straightness.** Suppose the unloaded beam has a small bow of the cosine shape with rise $A_0$. Only the change of curvature is resisted, so $EI(w-w_0)''''+Pw''=0$. For this shape the equation reduces to $P_{cr}(A-A_0)=PA$, or

$$A=\frac{A_0}{1-\sigma_0/\sigma_{cr}} .$$

At 27 µm an initial bow of a few nanometres is magnified about 13 times. A larger bow is magnified less, because its growth relieves the compression. Replacing $\sigma_0$ by $\sigma_0-\pi^2E(A^2-A_0^2)/(4L^2)$ in this formula accounts for the relief: a bow of 0.05 µm then grows to about 0.32 µm, a factor of 6.5. An imperfect beam therefore bends noticeably before $L_c$, and the sharp threshold is blurred.

**Comparison with real films.** Thermal oxide on silicon typically has a modulus near 70 GPa and a room-temperature biaxial compression of a few tenths of a GPa, both rough figures, so the parameters here are ordinary. The stress depends on the growth conditions and should be measured for the film in use, because $L_c\propto\sigma_0^{-1/2}$. The figure of 28 µm applies to ideal clamps. Of the idealizations examined here, the rigid clamp matters most: undercut lowers the critical length by about 14% in the crude estimate, and ends that turned freely would halve it. A layout meant to stay flat needs a margin for anchors that can turn. The main computed values are collected in the numerical output.

## Computed results

```
INPUTS
thickness = 1.0 um, width = 4.0 um
Young's modulus = 72 GPa, Poisson ratio = 0.17
uniaxial compression while flat = 0.30 GPa
THRESHOLD
E/(3 s0) = 80.00, root = 8.9443
critical length = 28.10 um
compressive strain s0/E = 0.417 percent
biaxial film stress before release = 0.361 GPa
sideways critical length = 112.4 um
Ritz lowest q/(2 pi) = 1.000000
second mode q: Ritz 8.9868, equation 8.9868
critical stress at 27 um = 0.325 GPa
critical stress at 29 um = 0.282 GPa
threshold from large-slope rod = 28.03 um
BUCKLED BEAMS (formula; large-slope rod)
L = 40 um: rise 1.170; 1.177 um, compression 0.1480; 0.1473 GPa
L = 36 um: rise 0.925; 0.932 um, compression 0.1828; 0.1819 GPa
L = 32 um: rise 0.629; 0.637 um, compression 0.2313; 0.2302 GPa
bending stress at clamp, 40 um beam = 0.520 GPa
surface tension, 40 um beam = 0.372; 0.373 GPa
NEGLECTED EFFECTS: critical length if included
undercut 2 um per anchor (rough) = 24.1 um
expansion: Si 2.6, oxide 0.5 ppm/K
warming by 100 K: stress 0.285 GPa, length 28.84 um
wide-strip plate stiffness = 28.51 um
shear deformation = 27.93 um
shortening before buckling = 28.04 um
density = 2200 kg/m^3, sag under weight alone = 5.8e-06 nm
```
